# Casimir-Polder C6 for Hydrogen and Helium, with London and Slater-Kirkwood Estimates: verification in Python

```python
# Result under test: the nonretarded dispersion energy of two distant atoms is
# -C6/R^6 with C6 = (3/pi) int_0^inf alpha_A(i w) alpha_B(i w) dw.
# alpha(i w) = sum_n f_n/(w_n^2 + w^2); w_n: excitation energies, f_n: dipole
# oscillator strengths, N: number of electrons, I: ionization energy.
# Pseudostates give C6 of H and He; London and Slater-Kirkwood are compared.
# Atomic units inside; printed numbers in eV and angstrom unless labelled.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, qr, solve_sylvester, solve_triangular
from scipy.special import roots_laguerre
from pyscf import ao2mo, fci, gto, scf

EV = constants.physical_constants['Hartree energy in eV'][0]
ANG = constants.physical_constants['Bohr radius'][0] * 1e10
C6_UNIT = EV * ANG**6
LIGHT_SPEED = 1 / constants.fine_structure


def alpha_imag(freq, w, f):
    return np.sum(f / (w**2 + freq**2))


def c6_integral(w, f):
    value = quad(lambda x: alpha_imag(x, w, f)**2, 0, np.inf,
                 epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    return 3 / np.pi * value


def c6_double_sum(w, f):
    a, b = w[:, None], w[None, :]
    return 1.5 * np.sum(np.outer(f, f) / (a * b * (a + b)))


def london(alpha_a, w_a, alpha_b, w_b):
    return 1.5 * alpha_a * alpha_b * w_a * w_b / (w_a + w_b)


def slater_kirkwood(alpha_a, n_a, alpha_b, n_b):
    return 1.5 * alpha_a * alpha_b / (np.sqrt(alpha_a / n_a)
                                      + np.sqrt(alpha_b / n_b))


def hydrogen_pseudostates(size):
    """P states in the radial functions u_k = r^(k+2) exp(-r)."""
    x, weight = roots_laguerre(30)
    r, root = x / 2, np.sqrt(weight / 2)
    k = np.arange(size)
    values = root[:, None] * r[:, None]**(k + 2)
    slopes = root[:, None] * ((k + 2) * r[:, None]**(k + 1)
                              - r[:, None]**(k + 2))
    q, tri = qr(values, mode='economic')
    slopes = solve_triangular(tri, slopes.T, trans='T').T
    ham = 0.5 * slopes.T @ slopes + q.T @ ((1/r**2 - 1/r)[:, None] * q)
    energy, vec = eigh(ham)
    w = energy + 0.5
    dipole = vec.T @ (q.T @ (root * 2 * r**2)) / np.sqrt(3)
    return w, 2 * w * dipole**2


def helium_pseudostates(order, decay, repulsion=1.0):
    """Ground energy and singlet P pseudostates with explicit r12.
    Common factor exp(-decay*(r1+r2)) is carried by the quadrature weight."""
    x, wt = roots_laguerre(14)
    u, v, s = [a.ravel() for a in np.meshgrid(x / decay, x / decay,
                                             x / (2 * decay), indexing='ij')]
    r1, r2, r12 = (v + s) / 2, (u + s) / 2, (u + v) / 2
    weight = np.einsum('i,j,k->ijk', wt, wt, wt).ravel() * r1 * r2 * r12
    root = np.sqrt(weight)
    area = np.sqrt((u + v + s) * u * v * s) / 4
    zero = np.zeros_like(r1)
    vec1 = np.array([zero, zero, r1])
    vec2 = np.array([2 * area / r1, zero,
                     (r1**2 + r2**2 - r12**2) / (2 * r1)])
    n1, n2, n12 = vec1 / r1, vec2 / r2, (vec1 - vec2) / r12
    potential = -2 / r1 - 2 / r2 + repulsion / r12

    def monomial(i, j, k):
        g = r1**i * r2**j * r12**k
        d1, d2, d12 = (i/r1 - decay) * g, (j/r2 - decay) * g, k / r12 * g
        return g, np.array([d1 * n1 + d12 * n12, d2 * n2 - d12 * n12])

    def hamiltonian(values, gradients, pot):
        q, tri = qr(np.array(values).T, mode='economic')
        grad = solve_triangular(tri, np.array(gradients), trans='T')
        return q, 0.5 * grad @ grad.T + q.T @ (pot[:, None] * q)

    powers = [(i, j, k) for i in range(order + 1)
              for j in range(order + 1 - i) for k in range(order + 1 - i - j)]
    values, gradients = [], []
    for i, j, k in powers:
        if i <= j:
            g, dg = monomial(i, j, k)
            h, dh = monomial(j, i, k)
            values.append(root * (g + h))
            gradients.append((root * (dg + dh)).ravel())
    q, ham = hamiltonian(values, gradients, potential)
    energy, vec = eigh(ham)
    ground_energy, ground = energy[0], q @ vec[:, 0]

    values, gradients = [], []
    unit = np.eye(3)[:, :, None]
    for i, j, k in powers:
        g, dg = monomial(i, j, k)
        h, dh = monomial(j, i, k)
        values.append((root * (vec1 * g + vec2 * h)).ravel() / np.sqrt(3))
        # axes: electron, derivative direction, vector component, point
        tensor = dg[:, :, None] * vec1 + dh[:, :, None] * vec2
        tensor[0] += unit * g
        tensor[1] += unit * h
        gradients.append((root * tensor).ravel() / np.sqrt(3))
    q, ham = hamiltonian(values, gradients, np.tile(potential, 3))
    energy, vec = eigh(ham)
    w = energy - ground_energy
    source = (ground * (vec1 + vec2)).ravel() / np.sqrt(3)
    dipole = vec.T @ (q.T @ source)
    return ground_energy, w, 2 * w * dipole**2


# Full Coulomb energy of two neutral one-electron atoms against dipole form.
axis = np.array([1.0, 2.0, 2.0]) / 3
pos_a, pos_b = np.array([0.7, -0.4, 0.9]), np.array([-0.3, 0.8, 0.5])
dist = 2000.0
norm = np.linalg.norm
coulomb = (1/dist + 1/norm(dist*axis + pos_b - pos_a)
           - 1/norm(dist*axis + pos_b) - 1/norm(dist*axis - pos_a))
dipole_form = pos_a @ pos_b - 3 * (axis @ pos_a) * (axis @ pos_b)
# remaining difference is the next multipole, of relative order 1/dist
assert abs(coulomb * dist**3 / dipole_form - 1) < 1e-2

# Frequency identity that separates the two atoms.
ident = quad(lambda x: 0.7*1.9/((0.49 + x*x)*(3.61 + x*x)), 0, np.inf)[0]
assert abs(2 / np.pi * ident - 1 / 2.6) < 1e-8

# Coupled oscillators: normal modes against integral and one-pole formulas.
osc_w, osc_n, dist = (0.8, 1.3), (2.0, 1.0), 20.0
coupling = np.sqrt(osc_n[0] * osc_n[1]) * (
    np.eye(3) - 3 * np.outer(axis, axis)) / dist**3
modes = np.block([[osc_w[0]**2 * np.eye(3), coupling],
                  [coupling, osc_w[1]**2 * np.eye(3)]])
shift = 0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(modes))) - 1.5 * sum(osc_w)
c6_modes = -shift * dist**6
osc_alpha = [n / w**2 for n, w in zip(osc_n, osc_w)]
c6_osc = 3 / np.pi * quad(lambda x: osc_n[0] / (osc_w[0]**2 + x*x)
                          * osc_n[1] / (osc_w[1]**2 + x*x), 0, np.inf)[0]
assert abs(c6_modes / c6_osc - 1) < 1e-5
assert abs(london(osc_alpha[0], osc_w[0], osc_alpha[1], osc_w[1])
           / c6_modes - 1) < 1e-5
assert abs(slater_kirkwood(osc_alpha[0], osc_n[0], osc_alpha[1], osc_n[1])
           / c6_modes - 1) < 1e-5

# Hydrogen, including the small case that can be solved by hand.
w_two, f_two = hydrogen_pseudostates(2)
assert np.allclose(w_two, [2/5, 1], atol=1e-10)
assert np.allclose(f_two, [2/3, 1/3], atol=1e-10)
w_h, f_h = hydrogen_pseudostates(12)
c6_h = c6_integral(w_h, f_h)
assert abs(c6_h - c6_double_sum(w_h, f_h)) < 1e-6
assert abs(c6_h - 6.499) < 5e-4
assert abs(np.sum(f_h) - 1) < 1e-8

# Radial grid: response and two-atom second-order equation, no state sum.
step = 0.05
r = step * np.arange(1, 501)
grid_h = (np.diag(1/step**2 + 1/r**2 - 1/r + 0.5)
          - 0.5/step**2 * (np.eye(500, k=1) + np.eye(500, k=-1)))
source = 2 * r**2 * np.exp(-r) * np.sqrt(step / 3)
c6_grid = 6 * source @ solve_sylvester(
    grid_h, grid_h, np.outer(source, source)) @ source
# tolerances cover the second-order error of the finite-difference grid
assert abs(c6_grid / c6_h - 1) < 5e-3
for freq in (0.0, 0.5, 1.5):
    answer = np.linalg.solve(grid_h + 1j * freq * np.eye(500), source)
    alpha_grid = 2 * (source @ answer).real
    assert abs(alpha_grid / alpha_imag(freq, w_h, f_h) - 1) < 5e-3

# Helium code without repulsion: two independent electrons at charge 2.
e_free, w_free, f_free = helium_pseudostates(6, 2.0, repulsion=0.0)
assert abs(e_free + 4) < 1e-8
c6_free = c6_integral(w_free, f_free)
assert abs(c6_free / (c6_h * 2**2 / 2**6) - 1) < 1e-4

# Helium with repulsion.
e_small, w_small, f_small = helium_pseudostates(6, 1.7)
e_he, w_he, f_he = helium_pseudostates(8, 1.7)
c6_he_small = c6_integral(w_small, f_small)
c6_he = c6_integral(w_he, f_he)
assert abs(c6_he - c6_double_sum(w_he, f_he)) < 1e-6
assert abs(c6_he - 1.461) < 5e-4
assert abs(c6_he - c6_he_small) < 1e-3
assert abs(np.sum(f_he) - 2) < 1e-3

# Independent helium polarizability: finite-field full CI, Gaussian basis.
shells = [[0, [0.08 * 2.8**k, 1.0]] for k in range(10)]
shells += [[1, [0.10 * 2.5**k, 1.0]] for k in range(6)]
shells += [[2, [0.25 * 3.0**k, 1.0]] for k in range(3)]
mol = gto.M(atom='He 0 0 0', basis={'He': shells}, verbose=0)
mf = scf.RHF(mol)
mf.kernel()
orb = mf.mo_coeff
core = orb.T @ mf.get_hcore() @ orb
z_matrix = orb.T @ mol.intor('int1e_r')[2] @ orb
eri = ao2mo.kernel(mol, orb)
field, ci_energy = 0.01, []
for strength in (0.0, field):
    solver = fci.direct_spin1.FCISolver()
    solver.conv_tol, solver.max_cycle = 1e-12, 200
    ci_energy.append(solver.kernel(core + strength * z_matrix, eri,
                                   orb.shape[1], (1, 1))[0])
alpha_ci = -2 * (ci_energy[1] - ci_energy[0]) / field**2
alpha_he = alpha_imag(0, w_he, f_he)
# the Gaussian basis stops at d functions, hence one percent
assert abs(alpha_ci / alpha_he - 1) < 1e-2
assert 0 < ci_energy[0] - e_he < 1e-2

print('1 hartree bohr^6 = %.6f eV A^6' % C6_UNIT)
print('H, two pseudostates:')
for w, f in zip(w_two, f_two):
    print('  excitation %.4f eV, f = %.6f' % (w * EV, f))
for size in (1, 2, 3, 5, 12):
    value = c6_double_sum(*hydrogen_pseudostates(size))
    print('H C6, %2d functions: %.5f eV A^6' % (size, value * C6_UNIT))
print('H C6, radial grid: %.4f eV A^6' % (c6_grid * C6_UNIT))
print('He ground energy: %.5f eV' % (e_he * EV))
print('He full CI energy: %.4f eV' % (ci_energy[0] * EV))
print('He full CI alpha: %.5f A^3' % (alpha_ci * ANG**3))
print('He C6, order 6: %.6f eV A^6' % (c6_he_small * C6_UNIT))
print('He C6, order 8: %.6f eV A^6' % (c6_he * C6_UNIT))
print('He P functions, order 8: %d' % len(w_he))

atoms = [('H', 1, 0.5, w_h, f_h, c6_h),
         ('He', 2, -2 - e_he, w_he, f_he, c6_he)]
for name, number, ionization, w, f, c6 in atoms:
    alpha = alpha_imag(0, w, f)
    w_sk = np.sqrt(number / alpha)
    w_eff = 4 * c6 / (3 * alpha**2)
    lower = london(alpha, w[0], alpha, w[0])
    usual = london(alpha, ionization, alpha, ionization)
    upper = slater_kirkwood(alpha, number, alpha, number)
    assert np.all(w > 0) and np.all(f >= 0)
    assert lower < c6 < upper
    for freq in (0.2, 0.7, 2.0, 6.0):
        actual = alpha_imag(freq, w, f)
        assert alpha / (1 + (freq / w[0])**2) < actual
        assert actual < alpha / (1 + (freq / w_sk)**2)
    if name == 'H':
        assert ionization > w_sk and usual > upper
    else:
        assert w[0] < ionization < w_sk and usual < c6
    print('%s results:' % name)
    print('  C6 = %.4f hartree bohr^6' % c6)
    print('  C6 = %.4f eV A^6' % (c6 * C6_UNIT))
    print('  static alpha = %.5f A^3' % (alpha * ANG**3))
    print('  sum of f = %.6f' % np.sum(f))
    print('  lowest pseudostate w1 = %.3f eV' % (w[0] * EV))
    print('  effective energy = %.3f eV' % (w_eff * EV))
    print('  ionization energy I = %.3f eV' % (ionization * EV))
    print('  sqrt(N/alpha) = %.3f eV' % (w_sk * EV))
    for label, value in (('London, w1', lower), ('London, I', usual),
                         ('Slater-Kirkwood', upper)):
        print('  %s: %.4f eV A^6, %+.1f %%'
              % (label, value * C6_UNIT, 100 * (value / c6 - 1)))
    print('  c/w at effective energy: %.0f A' % (LIGHT_SPEED / w_eff * ANG))

print('all tests passed')
```

Output:

```
1 hartree bohr^6 = 0.597527 eV A^6
H, two pseudostates:
  excitation 10.8846 eV, f = 0.666667
  excitation 27.2114 eV, f = 0.333333
H C6,  1 functions: 3.58516 eV A^6
H C6,  2 functions: 3.87325 eV A^6
H C6,  3 functions: 3.88300 eV A^6
H C6,  5 functions: 3.88334 eV A^6
H C6, 12 functions: 3.88334 eV A^6
H C6, radial grid: 3.8838 eV A^6
He ground energy: -79.01434 eV
He full CI energy: -78.9763 eV
He full CI alpha: 0.20517 A^3
He C6, order 6: 0.873001 eV A^6
He C6, order 8: 0.872979 eV A^6
He P functions, order 8: 165
H results:
  C6 = 6.4990 hartree bohr^6
  C6 = 3.8833 eV A^6
  static alpha = 0.66683 A^3
  sum of f = 1.000000
  lowest pseudostate w1 = 10.204 eV
  effective energy = 11.644 eV
  ionization energy I = 13.606 eV
  sqrt(N/alpha) = 12.828 eV
  London, w1: 3.4031 eV A^6, -12.4 %
  London, I: 4.5375 eV A^6, +16.8 %
  Slater-Kirkwood: 4.2780 eV A^6, +10.2 %
  c/w at effective energy: 169 A
He results:
  C6 = 1.4610 hartree bohr^6
  C6 = 0.8730 eV A^6
  static alpha = 0.20497 A^3
  sum of f = 2.000004
  lowest pseudostate w1 = 21.248 eV
  effective energy = 27.706 eV
  ionization energy I = 24.592 eV
  sqrt(N/alpha) = 32.721 eV
  London, w1: 0.6695 eV A^6, -23.3 %
  London, I: 0.7749 eV A^6, -11.2 %
  Slater-Kirkwood: 1.0310 eV A^6, +18.1 %
  c/w at effective energy: 71 A
all tests passed
```
